# Valley Selection in Tunneling through a Metal Contact on (100) Silicon

## Problem

A metal contacts n-type silicon on its (100) face. The conduction-band edge at the interface lies $\phi=0.5$ eV above the metal Fermi level, and the silicon contains $N=10^{20}$ donors per cm³, all ionized. Electrons cross the depletion layer by tunneling.

Silicon has six conduction valleys, two on each cubic axis. Each has a longitudinal mass $m_l=0.92$ along its own axis and a transverse mass $m_t=0.19$ across it, in units of the free-electron mass. These masses and the relative permittivity $\epsilon_r=11.7$ are rough typical values.

(a) Find the WKB exponent at the Fermi level for each kind of valley.

(b) Find how the small-bias current at zero temperature divides among the valleys, and the contact resistivity.

(c) Find the conditions under which this division changes substantially.

The basic model has parabolic valleys, a fully depleted layer of uniform donor charge, conserved momentum parallel to the interface, and no image force. Algebra is in atomic units, $\hbar=e=m_0=1$. Let $z$ point from the interface into the silicon.

The two valleys on the $z$ axis have normal mass $m_l$ and in-plane masses $m_t,m_t$. The other four have normal mass $m_t$ and in-plane masses $m_l,m_t$. On the exponent $S$, the transmission $\mathcal T$ and the integral $I$ below, subscripts $l$ and $t$ denote the **normal** mass.

## First estimate by scaling

The donors have charge density $+N$. Poisson's equation for the electrostatic potential is $\Phi''=-4\pi N/\epsilon_r$. An electron has potential energy $U=-\Phi$, so

$$U''=c,\qquad c=\frac{4\pi N}{\epsilon_r}.$$

The barrier is therefore a parabola of curvature $c$. For an estimate, give it height $\phi$ and put the electron at its flat bottom. Its width is $w=\sqrt{2\phi/c}$. The decay constant is $\sqrt{2m\phi}$ at the interface and falls linearly to zero, so its mean is half that value. The tunneling probability is $e^{-S}$, with $S$ twice the integrated decay constant:

$$S\approx2\cdot\tfrac12\sqrt{2m\phi}\,\sqrt{\frac{2\phi}{c}}
=2\phi\sqrt{\frac mc}=\frac{\phi}{E_{00}},\qquad
E_{00}=\frac12\sqrt{\frac cm}.$$

The tunneling energy $E_{00}$ is 0.1245 eV for the light normal mass and 0.05659 eV for the heavy one. Hence

$$S_t\approx\frac{0.5}{0.1245}=4.02,\qquad
S_l\approx\frac{0.5}{0.05659}=8.84.$$

The estimated transmission ratio is $e^{8.84-4.02}\approx124$.

The number of parallel-momentum states below a given energy is proportional to the area of an ellipse, hence to $\sqrt{m_xm_y}$. The supply ratio of the four valleys to the two is

$$\frac{4\sqrt{m_lm_t}}{2m_t}=2\sqrt{\frac{m_l}{m_t}}=4.40.$$

The four valleys should thus carry about $4.40\times124\approx545$ times the current of the two, or 99.8% of the total. This estimate ignores the spread of normal energies and the filling of the bulk band.

## Solution of the WKB model

### Band filling and barrier

Let $\zeta$ be the Fermi energy above the bulk band edge. An occupied valley is an ellipsoid with semiaxes $\sqrt{2m_i\zeta}$. With two spins, its electron density is

$$\frac{2}{(2\pi)^3}\frac{4\pi}{3}\sqrt{m_lm_t^2}\,(2\zeta)^{3/2}
=\frac{(2m_d\zeta)^{3/2}}{3\pi^2},\qquad m_d=(m_lm_t^2)^{1/3}.$$

Six valleys supply $N$ electrons per volume, so

$$\zeta=\frac{1}{2m_d}\left(\frac{3\pi^2N}{6}\right)^{2/3}.$$

Here $m_d=0.321$ and $\zeta=0.0740$ eV.

At zero bias the Fermi levels align. The band edge is $\phi$ above that level at the interface and $\zeta$ below it in the bulk, so the total band bending is $V=\phi+\zeta=0.574$ eV. Take the bulk band edge as zero energy. Full depletion ends at $z=W$, where both $U$ and $U'$ vanish. Integrating $U''=c$ twice gives

$$U(z)=\tfrac12c(W-z)^2,\qquad W=\sqrt{\frac{2V}{c}}.$$

The width is 2.72 nm (27.2 Å).

### The tunneling exponent

The mass tensors are diagonal in the surface axes, so the motion separates. If $E$ is the energy of motion along $z$, the envelope wave obeys $\psi''=2m(U-E)\psi$ with $m$ the normal mass. Where $U>E$, its local decay constant is $\sqrt{2m(U-E)}$.

Set $u=W-z$. The turning point is $a=\sqrt{2E/c}$, and

$$S=2\int_a^W\sqrt{2m\left(\tfrac12cu^2-\tfrac12ca^2\right)}\,du
=2\sqrt{mc}\int_a^W\sqrt{u^2-a^2}\,du.$$

An antiderivative of $\sqrt{u^2-a^2}$ is $\frac12[u\sqrt{u^2-a^2}-a^2\operatorname{arccosh}(u/a)]$. Differentiating it gives

$$\frac12\left[\sqrt{u^2-a^2}+\frac{u^2-a^2}{\sqrt{u^2-a^2}}\right]=\sqrt{u^2-a^2}.$$

It vanishes at $u=a$. Inserting $W^2=2V/c$ and $a^2=2E/c$ gives

$$S(E)=\frac{1}{E_{00}}\left[\sqrt{V(V-E)}-E\operatorname{arccosh}\sqrt{\frac VE}\right].$$

The bracket is independent of mass and $1/E_{00}=2\sqrt{m/c}$. At equal normal energy, therefore, $S_l/S_t=\sqrt{m_l/m_t}=2.20$.

At $E=\zeta$ the bracket is

$$\sqrt{0.574\times0.500}-0.0740\times1.683=0.411\ \text{eV}.$$

Division by the two values of $E_{00}$ gives the answer to (a):

$$S_t=3.30,\qquad S_l=7.27.$$

The transmissions are $3.68\times10^{-2}$ and $7.00\times10^{-4}$, a ratio of 52.6.

### From transmission to current

Fix the spin and parallel momentum. Electrons moving toward the metal carry a current $\int (dk_z/2\pi)\,v_z\mathcal T$, where $\mathcal T=e^{-S}$. Since $v_z\,dk_z=dE$, velocity cancels the one-dimensional density of states. A small bias $\delta$ opens an energy window of width $\delta$ at the Fermi level; below it, opposing currents cancel. Each channel contributes $\delta\,\mathcal T/2\pi$. Changes of the barrier with bias affect only higher orders in $\delta$.

The conductance per area of one valley is therefore

$$g=\frac1\pi\int\frac{dk_xdk_y}{(2\pi)^2}\,
\mathcal T\!\left(\zeta-\frac{k_x^2}{2m_x}-\frac{k_y^2}{2m_y}\right),$$

where the prefactor includes two spins. Put $k_i=\sqrt{m_i}\,q_i$ and $E_\parallel=q^2/2$. Then $dk_xdk_y=\sqrt{m_xm_y}\,2\pi q\,dq=2\pi\sqrt{m_xm_y}\,dE_\parallel$. With $E=\zeta-E_\parallel$,

$$g=\frac1\pi\frac{\sqrt{m_xm_y}}{2\pi}I,\qquad
I=\int_0^\zeta e^{-S(E)}dE.$$

Parallel motion uses part of the Fermi energy, so $I$ includes normal energies below $\zeta$. The four-valley current share is

$$s=\frac{4\sqrt{m_lm_t}\,I_t}{4\sqrt{m_lm_t}\,I_t+2m_tI_l}
=\frac1{1+R},\qquad
R=\frac12\sqrt{\frac{m_t}{m_l}}\frac{I_l}{I_t}.$$

The integrals are $I_t=1.63$ meV and $I_l=0.01937$ meV. Thus

$$\frac1R=4.401\times\frac{1.63}{0.01937}\approx370,\qquad s=99.73\%.$$

An explicit sum over parallel momenta in all six valleys, using numerically integrated actions, gives the same share to the digits quoted.

The contact resistivity $\rho$ is the inverse conductance per area. In ordinary units,

$$\frac1\rho=\frac{2e^2}{h}\frac{1}{2\pi\hbar^2}
\left(4\sqrt{m_lm_t}\,I_t+2m_tI_l\right),$$

which gives $\rho=2.26\times10^{-8}$ Ω cm². The two heavy-normal-mass valleys alone would give $8.40\times10^{-6}$ Ω cm², about 371 times as much. This completes (b).

### A bound without the energy integrals

Differentiate the bracket in $S$. Its first term gives $-\frac12\sqrt{V/(V-E)}$. Differentiating the arccosh in the second gives the same quantity with a plus sign. They cancel, leaving

$$\frac{dS}{dE}=-\frac{1}{E_{00}}\operatorname{arccosh}\sqrt{\frac VE}<0.$$

The difference $S_l-S_t=(\sqrt{m_l/m_t}-1)S_t$ also falls with energy. Its smallest value in the occupied range is at $E=\zeta$, so $\mathcal T_t\ge52.6\,\mathcal T_l$ throughout the integrals. Consequently $1/R\ge4.40\times52.6\approx232$, and $s$ is at least 99.57% in this model.

## Comparison of estimate and solution

The estimated exponents, 4.02 and 8.84, exceed the solved ones by about 22%. Let $h=U-E$ at $E=\zeta$. The slope magnitude is $|U'|=\sqrt{2cU}=\sqrt{2c(h+\zeta)}$. Changing variable from position to $h$ gives

$$S(\zeta)=2\int_0^\phi\frac{\sqrt{2mh}}{\sqrt{2c(h+\zeta)}}\,dh
<2\sqrt{\frac mc}\int_0^\phi dh=\frac{\phi}{E_{00}}.$$

The estimate omitted $\zeta$ from the slope. The actual barrier is steeper at each height above the electron energy, hence thinner.

This error made the estimated transmission ratio 124 instead of 52.6. The estimate also placed every electron at the largest normal energy. Averaging over lower energies raises the effective ratio from 52.6 to $I_t/I_l\approx84$. The errors partly compensate: the estimated two-valley share is 0.18%, against 0.27% from the solution. Scaling identifies the dominant valleys, but the small remainder needs the integral.

## When the division changes

### Temperature, doping and barrier height

At temperature $T$, the window becomes $-\partial f/\partial E_{\rm tot}$, where $f$ is the Fermi function and $E_{\rm tot}=E+E_\parallel$. Integration over $E_\parallel$ from zero to infinity leaves $f(E)$, so

$$I=\int_0^\infty\frac{\mathcal T(E)}{1+e^{(E-\zeta)/k_BT}}\,dE.$$

Here $\zeta$ is recalculated from the electron density, and $\mathcal T=1$ above the barrier. If passage over the top dominates, $I_l$ and $I_t$ become equal. Then $R=1/4.40$ and the four valleys carry 81.5%, from supply alone. At 300 K and $10^{15}$ donors per cm³ the model gives 82.45%, close to this thermionic limit. Both numbers depend on setting $\mathcal T=1$ above the top. With the abrupt matching derived below and a 10 eV metal, slow electrons near the top are reflected more strongly in the heavy valleys, and the same case gives about 91%. An image force would smooth the step and change this again. Most of the current is still in four valleys, but no longer nearly all.

Heavier doping also weakens selection over the range calculated. The WKB shares below are for fixed $\phi$, zero temperature and fully ionized donors. The last row lies above the active donor density usual in silicon and serves only to show the trend.

| Donors (cm⁻³) | Four-valley share |
|---:|---:|
| $3\times10^{19}$ | 99.995% |
| $10^{20}$ | 99.73% |
| $3\times10^{20}$ | 98.1% |
| $10^{21}$ | 94.5% |

The integral for $S(\zeta)$ in the comparison above shows why. It equals $(1/E_{00})\int_0^\phi\sqrt{h/(h+\zeta)}\,dh$. Both $E_{00}\propto\sqrt N$ and $\zeta$ grow with doping, so the exponent at the Fermi level falls. This does not establish approach to the supply limit at still higher doping. At the band bottom $S(0)=(\phi+\zeta)/E_{00}$, and $\zeta\propto N^{2/3}$ eventually grows faster than $E_{00}$.

A lower barrier weakens selection too, because the integral for $S(\zeta)$ shrinks with $\phi$. At $10^{20}$ donors per cm³ and zero temperature, the WKB share falls to 98.4% for $\phi=0.3$ eV and 96.2% for $\phi=0.2$ eV. These values show the trend only, since WKB becomes less reliable as the exponent falls.

### Parallel momentum in the metal

The four valleys are centered away from zero parallel momentum. With a rough silicon lattice constant of 0.543 nm and valley centers at about 0.85 of the distance to the zone boundary, their parallel wavevector is 9.84 nm⁻¹. For an unreconstructed interface, adding surface reciprocal vectors does not make it smaller. A reconstruction with a larger surface cell supplies more such vectors and can lower it.

At a perfect unreconstructed interface, a free-electron metal must have $k_F^2/2\ge k_\parallel^2/2$ to receive electrons from these valley centers. This requires a Fermi energy of 3.69 eV. The occupied part of each valley has a spread of parallel momenta, so the change comes lower. In the wave-equation model below, with that spread included, the share is still 99.5% at 3.69 eV and drops below half near 2.85 eV. Below 2.75 eV the four channels close completely, and the two valleys with zero central parallel momentum carry the current. Interface scattering can relax this condition. For a real metal, the free-electron threshold must be replaced by the available Bloch states at the interface.

### Reflection and the wave equation

WKB without a prefactor omits reflection at the metal. Near a smooth turning point the potential is linear and the decaying solution is an Airy function. For large positive $x$, its forms on the two sides are

$$\mathrm{Ai}(x)\sim\frac{e^{-2x^{3/2}/3}}{2\sqrt\pi\,x^{1/4}},\qquad
\mathrm{Ai}(-x)\sim\frac{\cos(2x^{3/2}/3-\pi/4)}{\sqrt\pi\,x^{1/4}}.$$

A standing wave $2v^{-1/2}\cos(\cdots)$, whose incident part has unit flux, therefore joins a decaying wave of amplitude $v_b^{-1/2}e^{-S/2}$ at the interface. Here $v_b=\sqrt{2(V-E)/m}$.

Let $\kappa=mv_b$, and let $v_m=k_m$ be the normal velocity in a metal of unit mass. Apart from the common arriving amplitude, the waves are $e^{\kappa z}+re^{-\kappa z}$ in silicon and $te^{-ik_mz}$ in the metal. Continuity of $\psi$ and $\psi'/m$ gives

$$1+r=t,\qquad v_b(1-r)=-iv_mt.$$

Eliminating $r$ yields $t=2v_b/(v_b-iv_m)$. The transmitted flux is

$$\mathcal T=\frac{v_m|t|^2}{v_b}e^{-S}
=\frac{4v_mv_b}{v_m^2+v_b^2}e^{-S}.$$

As a test, take $N=10^{18}$ cm⁻³, $V=0.6$ eV, $E=0.1$ eV and a metal kinetic energy of 10 eV. Numerical solution of the wave equation differs from this formula by 0.0056 in $\ln\mathcal T$ for the light mass and 0.0010 for the heavy mass.

For the original contact, the wave equation with a chosen metal Fermi energy of 10 eV gives a share of 99.87% and $\rho=1.05\times10^{-8}$ Ω cm². The metal's normal kinetic energy is reduced by 3.69 eV for the four valleys, and its variation within each valley is neglected. The resistivity falls by a factor of 2.14, of which the interface factor supplies 1.84. The interface factor cannot exceed 2, because $(v_m-v_b)^2\ge0$. Reflection alone therefore cannot explain the whole change. The rest is error of the semiclassical approximation itself, which is not reliable here: for the light mass, $E_{00}=0.1245$ eV exceeds every occupied normal energy.

## The model beside a real contact

Silicon source/drain contacts use donor densities of about $10^{20}$ cm⁻³ and above. Their resistivities are roughly $10^{-9}$ to $10^{-8}$ Ω cm² in advanced devices; in this model the low end requires heavier doping or a lower barrier than assumed here. The basic result lies somewhat above that range. Image attraction, absent from it, lowers the barrier top by 0.222 eV when the static permittivity is used. With the other settings fixed, it reduces $\rho$ to $1.04\times10^{-8}$ Ω cm² and the four-valley share to 99.33%. These figures are only indicative: the lowered top lies 0.29 nm from the metal and the inner turning point less than 0.1 nm from it, where a continuum image with the static permittivity is not reliable. The peak field, $2V/W=4.21$ MV/cm, is far above typical bulk breakdown fields. At small bias, however, the band bending of 0.574 eV is less than the rough 1.1 eV gap, so a carrier cannot gain enough energy from it to create an electron-hole pair. A more serious limitation is the smooth donor charge: the mean donor spacing is 2.15 nm, comparable with the 2.72 nm depletion width. Local barriers must vary, and their effect on $\rho$ is not calculated here.

Other changes were sized separately from the basic WKB model. Nonparabolicity was approximated by replacing $U-E$ under the square root with $(U-E)[1-\alpha(U-E)]$, leaving the band filling and the separation of parallel motion unchanged. With a rough $\alpha=0.5$ eV⁻¹ for both masses the share is 99.63%. The real correction depends on direction. An empirical-pseudopotential complex band structure gives about 0.17 eV⁻¹ for the light normal mass and 0.02 eV⁻¹ for the heavy one, and a share of 99.75%, so the sign of this small shift is not fixed by a single $\alpha$. The same bands contain, at zero parallel momentum and near midgap, an evanescent state that decays much more slowly than the heavy-valley continuation. The valley model omits it, and scattering into it is not sized here. Mobile carriers at the inner edge, with local density $N(1-U/\zeta)^{3/2}$ for $U<\zeta$, give 99.80%. Operation at 300 K gives 99.45%.

Image force, nonparabolicity and 300 K together give a share of 98.5% and $\rho=7.5\times10^{-9}$ Ω cm². This combination still uses unit WKB prefactors and full depletion. The resistivity is therefore uncertain by a factor of several, while the four-valley dominance survives every correction sized here. It remains conditional on a metal or interface that can supply the required parallel momentum. The full numerical output follows.

## Numbers as computed

```
Barrier above metal Fermi level: 0.5 eV
Donor density: 1e+20 cm^-3
Transverse mass (rough): 0.19 electron masses
Longitudinal mass (rough): 0.92 electron masses
Relative permittivity (rough): 11.7
Density-of-states mass per valley: 0.3214 electron masses
Bulk Fermi energy at 0 K: 0.07402 eV
Total band bending: 0.574 eV
Rough silicon gap: 1.1 eV
Depletion width: 2.725 nm
Depletion width converted: 27.25 angstrom
Peak field: 4.214 MV/cm
E00, light normal mass: 0.1245 eV
E00, heavy normal mass: 0.05659 eV
Action at Fermi level, light: 3.302
Action at Fermi level, heavy: 7.265
Action ratio heavy/light: 2.2
WKB transmission, light: 0.03683
WKB transmission, heavy: 0.0006996
Transmission ratio light/heavy: 52.64
Supply ratio four/two valleys: 4.401
Energy integral, light: 1.63 meV
Energy integral, heavy: 0.01937 meV
Four-valley share, supply only: 81.48 %
Four-valley share, lower bound: 99.57 %
Four-valley share, WKB at 0 K: 99.731 %
Six-valley sum share: 99.731 %
WKB contact resistivity at 0 K: 2.261e-08 ohm cm2
Two-valley-only resistivity: 8.396e-06 ohm cm2
Thick-barrier log error, light: 0.005601
Thick-barrier log error, heavy: 0.0009671
Chosen metal Fermi energy: 10 eV
Four-valley parallel wavevector: 9.836 nm^-1
Minimum free-electron Fermi energy: 3.686 eV
Wave-equation share at 0 K: 99.868 %
Wave-equation resistivity at 0 K: 1.054e-08 ohm cm2
Image-force barrier lowering: 0.2218 eV
Share with image force: 99.329 %
Resistivity with image force: 1.038e-08 ohm cm2
Nonparabolicity (rough): 0.5 eV^-1
Share with nonparabolicity: 99.634 %
Share with carrier screening: 99.797 %
Operating temperature: 300 K
Share at operating temperature: 99.451 %
Share, image+nonparabolic+300 K: 98.543 %
Resistivity, same combination: 7.46e-09 ohm cm2
Mean donor spacing: 2.154 nm
WKB share at 0 K, 3e+19 cm^-3: 99.995 %
WKB share at 0 K, 1e+20 cm^-3: 99.731 %
WKB share at 0 K, 3e+20 cm^-3: 98.149 %
WKB share at 0 K, 1e+21 cm^-3: 94.507 %
Share at 300 K, 1e15 cm^-3: 82.45 %
```
